\section*{Parabolic-Barrier Tunnelling Factor from Ring-Polymer Normal Modes}

\section{The error in a classical barrier flux}

A classical rate calculation omits tunnelling through the barrier and quantum reflection above it. For a parabolic barrier of wavenumber $1000\ \mathrm{cm^{-1}}$ at $300\ \mathrm{K}$, the classical flux is too small by a factor of 3.54. Wigner's correction raises it by a factor of 1.96, which still leaves it 45\% below the quantum value. Adding a few ring-polymer beads is not a safe repair either: with two beads the flux integral for this barrier diverges, and with three it is nearly twice the quantum value.

All these results follow from one product over the internal modes of the ring polymer. Near the barrier top, take
\begin{equation}
V(q)=V_0-\tfrac12 m\omega_b^2q^2,\qquad \omega_b>0,
\label{eq:barrier}
\end{equation}
for one particle of mass $m$. The angular frequency $\omega_b$ is the magnitude of the imaginary barrier frequency. With $\beta=1/(k_BT)$, define
\begin{equation}
u=\beta\hbar\omega_b=\frac{hc\tilde\nu}{k_BT},
\label{eq:u}
\end{equation}
where $\tilde\nu=\omega_b/(2\pi c)$ is the barrier wavenumber. The factor to be derived is
\begin{equation}
\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
\label{eq:target}
\end{equation}

\section{The flux integral}

For $n$ beads, let $\beta_n=\beta/n$ and $\omega_n=1/(\beta_n\hbar)$. The ring-polymer Hamiltonian is
\begin{equation}
H_n=\sum_{j=1}^{n}\left[\frac{p_j^2}{2m}
+\frac12m\omega_n^2(q_j-q_{j+1})^2+V(q_j)\right],
\qquad q_{n+1}=q_1 .
\label{eq:H}
\end{equation}
The dividing surface is placed at zero centroid, $\bar q=n^{-1}\sum_jq_j=0$. With $\bar p=n^{-1}\sum_jp_j$, the transition-state expression for the rate $k$ is
\begin{equation}
kQ_r=\frac1{(2\pi\hbar)^n}\int d^np\,d^nq\;
e^{-\beta_nH_n}\,\delta(\bar q)\,\frac{\bar p}{m}\,\theta(\bar p).
\label{eq:flux}
\end{equation}
Here $Q_r$ is the reactant partition function in the same normalization, and $\theta$ is the unit step function. Quantum effects in the reactants enter through $Q_r$. The factor $\kappa$ corrects the barrier flux, so the ratio of the quantum to the classical rate constant is $\kappa\,Q_r^{\mathrm{cl}}/Q_r$.

\section{Normal modes at the barrier top}

The spring matrix is unchanged by a cyclic relabelling of the beads, so its eigenvectors have components proportional to $e^{2\pi ijk/n}$, with $k=0,\ldots,n-1$. Acting on such a vector, it gives
\begin{equation}
\omega_k^2=\omega_n^2\left(2-e^{2\pi ik/n}-e^{-2\pi ik/n}\right)
=4\omega_n^2\sin^2\frac{\pi k}{n}.
\label{eq:free}
\end{equation}
Modes $k$ and $n-k$ have equal frequencies, and their real and imaginary parts supply real orthonormal coordinates $Q_k$ with momenta $P_k$. The transformation is orthogonal, so its Jacobian is one and $\sum_jq_j^2=\sum_kQ_k^2$. The barrier therefore lowers every squared frequency by the same amount:
\begin{equation}
H_n=nV_0+\sum_{k=0}^{n-1}\left[\frac{P_k^2}{2m}
+\frac12m\eta_k^2Q_k^2\right],\qquad
\eta_k^2=\omega_k^2-\omega_b^2 .
\label{eq:modes}
\end{equation}

The normalized $k=0$ vector has all components equal to $n^{-1/2}$. Hence $Q_0=\sqrt n\,\bar q$ and $P_0=\sqrt n\,\bar p$. Since $\omega_0=0$, the centroid has $\eta_0^2=-\omega_b^2$, and a free integral over $Q_0$ would diverge. The delta function removes that integral.

The other modes must have $\eta_k^2>0$. The lowest are $k=1$ and $k=n-1$, so for $n\ge2$ the condition is $2\omega_n\sin(\pi/n)>\omega_b$. Because $\omega_n/\omega_b=n/u$, this becomes
\begin{equation}
u<2n\sin\frac{\pi}{n}.
\label{eq:stable}
\end{equation}
The right-hand side is 4 for $n=2$ and rises towards $2\pi$ as $n$ grows. A small bead number therefore loses stability at a higher temperature than the continuous path.

\section{From Gaussian integrals to the tunnelling factor}

The centroid position and momentum integrals are
\begin{align}
\int dQ_0\,\delta\!\left(\frac{Q_0}{\sqrt n}\right)
e^{\beta_nm\omega_b^2Q_0^2/2}&=\sqrt n,\\
\int_0^\infty dP_0\,\frac{P_0}{\sqrt n\,m}
e^{-\beta_nP_0^2/(2m)}&=\frac1{\sqrt n\,\beta_n}.
\end{align}
Their product is $1/\beta_n$. Each internal mode contributes
\begin{equation}
\sqrt{\frac{2\pi m}{\beta_n}}\,
\sqrt{\frac{2\pi}{\beta_nm\eta_k^2}}
=\frac{2\pi}{\beta_n\eta_k}.
\end{equation}
The constant $nV_0$ gives $e^{-\beta_nnV_0}=e^{-\beta V_0}$. Assigning one factor $1/(2\pi\hbar)$ to each mode, we obtain
\begin{equation}
kQ_r=\frac{e^{-\beta V_0}}{2\pi\hbar\beta_n}
\prod_{k=1}^{n-1}\frac1{\beta_n\hbar\eta_k}
=\frac{e^{-\beta V_0}}{2\pi\hbar\beta_n}
\prod_{k=1}^{n-1}\frac{\omega_n}{\eta_k}.
\label{eq:rawrate}
\end{equation}

To separate the classical flux, let $w=e^{2\pi i/n}$. The nontrivial roots of unity satisfy
\begin{equation}
\prod_{k=1}^{n-1}(x-w^k)=\frac{x^n-1}{x-1}
=1+x+\cdots+x^{n-1}.
\end{equation}
Setting $x=1$ and taking the modulus, with $|1-w^k|=2\sin(\pi k/n)$, gives
\begin{equation}
\prod_{k=1}^{n-1}\frac{\omega_k}{\omega_n}
=\prod_{k=1}^{n-1}2\sin\frac{\pi k}{n}=n .
\label{eq:freeproduct}
\end{equation}
Now write $\omega_n/\eta_k=(\omega_n/\omega_k)(\omega_k/\eta_k)$. The first factors multiply to $1/n$, and $n\beta_n=\beta$. Thus
\begin{equation}
kQ_r=\frac{e^{-\beta V_0}}{2\pi\beta\hbar}\,\kappa_n,
\qquad
\kappa_n=\prod_{k=1}^{n-1}
\frac{\omega_k}{\sqrt{\omega_k^2-\omega_b^2}} .
\label{eq:kappan}
\end{equation}
For $n=1$ the product is empty, $\kappa_1=1$, and the classical flux remains. For $n\geq2$ each factor exceeds one: the barrier's negative curvature softens the internal modes and enlarges their thermal phase space. As an independent check, the numerical program integrates Eq.~\eqref{eq:flux} directly in bead variables for $n=3$ and reproduces Eq.~\eqref{eq:kappan}.

\subsection{Recrossing}

Equation~\eqref{eq:flux} counts every trajectory with $\bar p>0$ as reactive. Spring forces cancel in the sum over beads, so for Eq.~\eqref{eq:barrier}
\begin{equation}
\frac{d^2\bar q}{dt^2}=\omega_b^2\bar q,\qquad
\bar q(t)=\frac{\bar p(0)}{m\omega_b}\sinh(\omega_bt)
\quad\text{if }\bar q(0)=0 .
\end{equation}
The centroid keeps the sign of its initial momentum. There is no recrossing, and Eq.~\eqref{eq:kappan} is the full ring-polymer molecular dynamics rate for the parabola.

This need not survive anharmonicity. A term $cq^3$ adds a mean force $-3cn^{-1}\sum_jq_j^2$, which is nonzero at $\bar q=0$ when the beads are spread out. In the eight-bead trajectory test at 600 K, followed up to $t=1.5/\omega_b$ from positions sampled on the parabola, none of 2000 centroids returned on the parabola, whereas 102 returned within that time after a cubic term with $c=0.1$ (in units $\hbar=m=\omega_b=1$) was added. The initial momenta were not flux-weighted, so this fraction is not a transmission coefficient.

\section{Evaluating the product}

Take $n\ge2$ and assume Eq.~\eqref{eq:stable}. Since $\omega_b/\omega_n=u/n$, define $\theta$ by
\begin{equation}
2\sin\frac\theta2=\frac un,\qquad 0<\frac\theta2<\frac\pi n .
\label{eq:theta}
\end{equation}
Then $(u/n)^2=4\sin^2(\theta/2)=2-2\cos\theta$, and Eq.~\eqref{eq:free} gives
\begin{equation}
\frac{\eta_k^2}{\omega_n^2}
=2-2\cos\frac{2\pi k}{n}-(2-2\cos\theta)
=2\cos\theta-2\cos\frac{2\pi k}{n}.
\end{equation}
With $z=e^{i\theta}$, this factorizes as
\begin{equation}
z+z^{-1}-w^k-w^{-k}=\frac{(z-w^k)(z-w^{-k})}{z}.
\end{equation}
Over a full cycle of $k$, both $\prod_k(z-w^k)$ and $\prod_k(z-w^{-k})$ equal $z^n-1$. Therefore
\begin{equation}
\prod_{k=0}^{n-1}\frac{\eta_k^2}{\omega_n^2}
=\frac{(z^n-1)^2}{z^n}=z^n+z^{-n}-2
=-4\sin^2\frac{n\theta}{2}.
\end{equation}
The minus sign belongs to the centroid, whose factor is $\eta_0^2/\omega_n^2=-(u/n)^2$. Dividing by it leaves
\begin{equation}
\prod_{k=1}^{n-1}\frac{\eta_k^2}{\omega_n^2}
=\frac{4n^2}{u^2}\sin^2\frac{n\theta}{2}.
\end{equation}
By Eq.~\eqref{eq:freeproduct}, the corresponding product of $\omega_k^2/\omega_n^2$ is $n^2$. Hence $\kappa_n^2=u^2/[4\sin^2(n\theta/2)]$. Equation~\eqref{eq:theta} places $n\theta/2$ between 0 and $\pi$, where the sine is positive, so the positive root is
\begin{equation}
\kappa_n=\frac{u/2}{\sin\!\left[n\arcsin(u/2n)\right]} .
\label{eq:closed}
\end{equation}
Code should check Eq.~\eqref{eq:stable} before using this formula and treat $n=1$ separately as $\kappa_1=1$.

For fixed $u<2\pi$, $n\arcsin(u/2n)\to u/2$ as $n\to\infty$, which gives Eq.~\eqref{eq:target}. The same limit can be read mode by mode. At fixed $k$, $\omega_k\to2\pi k/(\beta\hbar)$, and the degenerate partners $k$ and $n-k$ supply two equal square roots. Thus
\begin{equation}
\kappa=\prod_{k=1}^{\infty}
\left[1-\left(\frac{u}{2\pi k}\right)^2\right]^{-1}
=\frac{u/2}{\sin(u/2)} .
\label{eq:infinite}
\end{equation}
Taking the limit factor by factor is justified because $\sin(\pi k/n)\ge2k/n$ for $1\le k\le n/2$. This gives $\omega_b^2/\omega_k^2\le u^2/(16k^2)$, a summable bound independent of $n$, so the high modes contribute a uniformly small amount to $\ln\kappa_n$. For even $n$, the unpaired mode $k=n/2$ has a factor tending to one.

\section{Wigner's correction and the bead error}

Put $x=u/2$. From $\sin x/x=1-x^2/6+x^4/120+O(x^6)$, inversion gives
\begin{align}
\frac{x}{\sin x}
&=1+\left(\frac{x^2}{6}-\frac{x^4}{120}\right)
+\left(\frac{x^2}{6}\right)^2+O(x^6)\nonumber\\
&=1+\frac{x^2}{6}+\frac{7x^4}{360}+O(x^6).
\end{align}
Restoring $u$,
\begin{equation}
\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+O(u^6).
\label{eq:wigner}
\end{equation}
The first two terms are Wigner's correction. Expanding each factor of Eq.~\eqref{eq:infinite} as a geometric series produces positive terms, so Wigner's factor lies below $\kappa$ throughout $0<u<2\pi$.

At finite $n$, use $\arcsin y=y+y^3/6+O(y^5)$ to obtain
\begin{equation}
n\arcsin\frac{u}{2n}=\frac u2+\frac{u^3}{48n^2}+O(u^5).
\label{eq:arcsin}
\end{equation}
The sine of this angle is $u/2+u^3/(48n^2)-u^3/48+O(u^5)$. Dividing $u/2$ by it gives
\begin{equation}
\kappa_n=1+\frac{u^2}{24}\left(1-\frac1{n^2}\right)+O(u^4).
\end{equation}
This expansion shows how the Wigner term appears as beads are added.

When $u$ is fixed and not small, expand in $1/n$ instead. The angle in Eq.~\eqref{eq:arcsin} differs from $u/2$ by $\delta=u^3/(48n^2)+O(n^{-4})$. Since $\sin(u/2+\delta)=\sin(u/2)[1+\delta\cot(u/2)]+O(\delta^2)$,
\begin{equation}
\frac{\kappa_n}{\kappa}-1
=-\frac{u^3\cot(u/2)}{48n^2}+O(n^{-4}).
\label{eq:beaderror}
\end{equation}
At leading order the bead error is negative for $u<\pi$ and positive for $\pi<u<2\pi$.

\section{Agreement with quantum scattering}

The ring-polymer result can be compared with the thermal average of the quantum transmission probability. With $\varepsilon=(E-V_0)/(\hbar\omega_b)$, that probability for the parabola is $P=1/(1+e^{-2\pi\varepsilon})$. The numerical program tests this formula by solving the Schr\"odinger equation. The quantum flux is
\begin{equation}
kQ_r=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}P\,e^{-\beta E}\,dE
=\frac{e^{-\beta V_0}}{2\pi\beta\hbar}\,uI,
\qquad
I=\int_{-\infty}^{\infty}\frac{e^{-u\varepsilon}}
{1+e^{-2\pi\varepsilon}}\,d\varepsilon .
\end{equation}
Close the contour along the line $\operatorname{Im}\varepsilon=1$. There the integrand is $e^{-iu}$ times its value on the real axis, and the vertical sides vanish for $0<u<2\pi$. The enclosed pole at $\varepsilon=i/2$ has residue $e^{-iu/2}/(2\pi)$. Thus
\begin{equation}
(1-e^{-iu})I=ie^{-iu/2}
\quad\Longrightarrow\quad
I=\frac1{2\sin(u/2)},
\end{equation}
and $uI=\kappa$. For this barrier, the infinite-bead rate equals the quantum rate. The factor $\kappa$ is a net effect: for $1000\ \mathrm{cm^{-1}}$ at 300 K, energies below $V_0$ contribute 2.81 to $uI$ by tunnelling, while energies above $V_0$ contribute 0.73 instead of the classical 1, because part of that flux is reflected.

\section{Where the parabola fails}

The limit $u=2\pi$ defines the crossover temperature
\begin{equation}
T_c=\frac{\hbar\omega_b}{2\pi k_B},\qquad u=\frac{2\pi T_c}{T}.
\end{equation}
Just above $T_c$, $\sin(\pi T_c/T)=\sin[\pi(1-T_c/T)]\simeq\pi(1-T_c/T)$, so
\begin{equation}
\kappa\simeq\frac{T_c}{T-T_c}.
\end{equation}
In the ring polymer, the first pair of internal modes loses its restoring force. In the scattering integral, the Boltzmann weight at low energy grows as fast as the transmission probability falls. The divergence reflects a potential with no lower bound. Just below $T_c$, Eq.~\eqref{eq:target} returns a negative number, which must not be used as a rate.

A real barrier can leave the parabolic regime before $T_c$ is reached. The mean-square spread of the beads about their centroid is
\begin{equation}
\left\langle\frac1n\sum_j(q_j-\bar q)^2\right\rangle
=\frac1n\sum_{k=1}^{n-1}\frac1{\beta_nm\eta_k^2}
=\sum_{k=1}^{n-1}\frac1{\beta m\eta_k^2}.
\end{equation}
It diverges as $\eta_1\to0$. The parabolic factor requires that, over this spread, the true potential depart from Eq.~\eqref{eq:barrier} by much less than $k_BT$, since that departure enters the Boltzmann exponent; a departure that is small only compared with the barrier height is not enough. Closer to crossover and below it, the anharmonic barrier shape must be included.

\section{A barrier of 1000 wavenumbers}

For the model value $\tilde\nu=1000\ \mathrm{cm^{-1}}$, $T_c=229\ \mathrm K$. At 300 K,
\begin{equation}
u=\frac{2\pi(228.99)}{300}=4.796,\qquad
\kappa=\frac{2.398}{\sin(2.398)}=3.54,
\end{equation}
with the angle in radians. Wigner's factor is $1+(4.796)^2/24=1.96$. The first four mode pairs give
\begin{equation}
2.396\times1.170\times1.069\times1.038=3.11,
\end{equation}
which is 12\% below the full product. The closed formula avoids this truncation error.

For two beads, $\eta_1^2/\omega_b^2=(4/4.796)^2-1=-0.304$, so the flux integral diverges. The stable values $n=3,4,8,16$ give $\kappa_n=6.75$, 4.44, 3.70 and 3.58. They approach the limit from above, as Eq.~\eqref{eq:beaderror} predicts for $u>\pi$. For $n=16$ that equation gives a relative error of $110.3\times1.087/(48\times256)=1.0\%$, in agreement with the computed factor.

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\kappa$ & Wigner & Wigner error \\
250 & 11.03 & 2.38 & $-78\%$ \\
300 & 3.54 & 1.96 & $-45\%$ \\
400 & 1.85 & 1.54 & $-17\%$ \\
600 & 1.29 & 1.24 & $-3.7\%$ \\
1000 & 1.09 & 1.09 & $-0.5\%$
\end{tabular}
\end{center}

The errors are relative to $\kappa$ at the same temperature. For this barrier, Wigner's correction is within 4\% at 600 K but misses nearly half of the flux at 300 K. All entries refer to the ideal parabola. For a real barrier close to $T_c$, the bead spread is large and the parabolic value should not be trusted unless the anharmonic part of the potential over that spread is much smaller than $k_BT$. As an example, a symmetric Eckart barrier $V_0/\cosh^2(q/a)$ with the same curvature and $V_0=0.4\ \mathrm{eV}$ has an exact factor of 5.3 at 250 K and 2.99 at 300 K, 52\% and 15\% below the parabolic values. The condition is necessary but does not make the parabolic value exact: at 1000 K the mean departure over the bead spread is only $0.003\,k_BT$, yet the Eckart factor is 1.11 against 1.09, and Wigner's error for that barrier is $-5\%$ at 600 K and $-2\%$ at 1000 K.

\section*{Table of computed values}
\begin{verbatim}
barrier wavenumber = 1000 cm^-1
main temperature = 300 K
u at main temperature = 4.7959 (dimensionless)
crossover temperature = 228.99 K
tunnelling factor at 300 K = 3.5422 (dimensionless)
Wigner factor at 300 K = 1.9584 (dimensionless)
Factors of the first mode pairs at 300 K (dimensionless):
  pair 1: factor 2.3959, running product 2.3959
  pair 2: factor 1.1705, running product 2.8044
  pair 3: factor 1.0692, running product 2.9985
  pair 4: factor 1.0378, running product 3.1118
Bead convergence at 300 K (dimensionless):
  n =  1: kappa_n = 1.0000
  n =  3: kappa_n = 6.7515
  n =  4: kappa_n = 4.4428
  n =  8: kappa_n = 3.6952
  n = 16: kappa_n = 3.5776
  n = 32: kappa_n = 3.5509
  n = 64: kappa_n = 3.5444
two-bead internal eta^2 at 300 K = -0.3044 omega_b^2
Temperature table (T in K; u and factors dimensionless):
  T= 250: u=5.7551, kappa=11.0259, Wigner=2.3801, Wigner error=-78.41 %
  T= 300: u=4.7959, kappa=3.5422, Wigner=1.9584, Wigner error=-44.71 %
  T= 400: u=3.5969, kappa=1.8461, Wigner=1.5391, Wigner error=-16.63 %
  T= 600: u=2.3980, kappa=1.2869, Wigner=1.2396, Wigner error=-3.68 %
  T=1000: u=1.4388, kappa=1.0918, Wigner=1.0863, Wigner error=-0.50 %
Boltzmann average of solved transmission (dimensionless):
  300 K: 3.5422
  600 K: 1.2869
three-bead k*Q_r at 600 K, direct = 0.084331 omega_b
three-bead k*Q_r at 600 K, formula = 0.084331 omega_b
centroid returns, parabola = 0 of 2000 trajectories
centroid returns, cubic added = 102 of 2000 trajectories
\end{verbatim}
